# Wallace spacing loss above a sinusoidally magnetized recording medium

## 1. One charged surface

Take a very thick medium filling $y<0$, magnetized perpendicular to its surface with $M_y=M_0\cos kx$, where $k=2\pi/\lambda$, and uniform along $z$. The magnetization is rigid: it does not respond to fields. There are no free currents, so

$$\nabla\times\mathbf H=0,\qquad \nabla\cdot\mathbf B=0,\qquad \mathbf B=\mu_0(\mathbf H+\mathbf M).$$

The first equation allows $\mathbf H=-\nabla\phi$. The other two then give $\nabla^2\phi=\nabla\cdot\mathbf M$. Here $\nabla\cdot\mathbf M=0$ on both sides of the surface, because $M_y$ does not depend on $y$, and the surface is the only source.

The source varies as $\cos kx$ and the equation is linear and unchanged by shifts in $x$, so we try $\phi=f(y)\cos kx$. Laplace's equation becomes

$$f''-k^2f=0,\qquad f=Ce^{-ky}+De^{ky}.$$

The potential must stay bounded. This removes $e^{ky}$ above the surface and $e^{-ky}$ below it. The tangential field is continuous, so $f$ is continuous and $f=Ce^{-k|y|}$. The normal component of $\mathbf B$ is continuous too:

$$H_y(0^+)=H_y(0^-)+M_0\cos kx .$$

Since $H_y=-f'\cos kx$, the derivative obeys $f'(0^+)-f'(0^-)=-M_0$. The trial function gives $-kC-kC=-2kC$ for this jump, hence $C=M_0/(2k)$. Above the medium,

$$H_x=\tfrac12M_0e^{-ky}\sin kx,\qquad H_y=\tfrac12M_0e^{-ky}\cos kx .$$

The magnitude $\tfrac12M_0e^{-ky}$ does not depend on $x$: moving along the track turns the field without changing its strength. The decay has a simple origin. Laplace's equation requires the curvature in $y$ to cancel the curvature in $x$, so a pattern that oscillates rapidly along the track must die quickly above it.

In atomic units $\mu_0=4\pi/c^2=6.69\times10^{-4}$. As $\mathbf H$ and $\mathbf M$ share a unit, the ratio $H/M_0$ is the same in atomic units and in SI.

## 2. Finite thickness and any direction of magnetization

Let the medium fill $-\delta<y<0$ with

$$\mathbf M=\cos kx\,(M_x,M_y).$$

Section 1 supplies the building block. A sheet at height $y_0$ with magnetic surface charge $\sigma\cos kx$ has the potential

$$\phi=\frac{\sigma}{2k}\,e^{-k|y-y_0|}\cos kx,$$

and the same holds with $\sin kx$ in both places.

**Perpendicular part.** The charge is $+M_y\cos kx$ on the top face and $-M_y\cos kx$ on the bottom face, where the outward normal is reversed. For $y>0$,

$$\phi_\perp=\frac{M_y\cos kx}{2k}\left[e^{-ky}-e^{-k(y+\delta)}\right]
=\frac{M_y\cos kx}{2k}(1-e^{-k\delta})e^{-ky}.$$

**Longitudinal part.** The faces carry no charge, since $M_x$ is parallel to them. The volume charge is $-\partial_x(M_x\cos kx)=kM_x\sin kx$. A slice of thickness $dy'$ is a sheet with $\sigma=kM_x\,dy'$, so

$$\phi_\parallel=\frac{M_x\sin kx}{2}\int_{-\delta}^{0}e^{-k(y-y')}dy'
=\frac{M_x\sin kx}{2k}(1-e^{-k\delta})e^{-ky}.$$

Add the two potentials and write $G=\tfrac12(1-e^{-k\delta})$. Then

$$\phi=\frac Gk e^{-ky}(M_x\sin kx+M_y\cos kx),$$

and $\mathbf H=-\nabla\phi$ gives

$$H_x=Ge^{-ky}(-M_x\cos kx+M_y\sin kx),$$
$$H_y=Ge^{-ky}(M_x\sin kx+M_y\cos kx).$$

When the components are squared and added, the cross terms $\mp2M_xM_y\sin kx\cos kx$ cancel and $\sin^2kx+\cos^2kx=1$ remains:

$$|\mathbf H|=\tfrac12\sqrt{M_x^2+M_y^2}\,(1-e^{-k\delta})\,e^{-ky}.$$

The thickness and the spacing enter through separate factors. For $k\delta\gg1$ the result of Section 1 returns. For $k\delta\ll1$ the amplitude is proportional to $k\delta$, because the opposite face charges of the perpendicular part nearly cancel and the volume charge of the longitudinal part, summed over the thickness, is $kM_x\delta\sin kx$. The decay with $y$ is unchanged.

At fixed spacing $d$ the field vanishes for both very long and very short waves. Setting the $k$-derivative of $(1-e^{-k\delta})e^{-kd}$ to zero gives $(d+\delta)e^{-k\delta}=d$, so the strongest field occurs at

$$k=\frac1\delta\ln\!\left(1+\frac\delta d\right),$$

which tends to $k=1/d$ for a thin medium.

## 3. The loss in decibels and the head signal

The loss from contact to spacing $d$, for field amplitude, is

$$L=20\log_{10}e^{kd}=20\,\frac{2\pi d}{\lambda}\log_{10}e
=54.58\,\frac d\lambda\ \text{dB}.$$

This is the Wallace spacing loss. One wavelength of separation costs 54.6 dB, a factor $e^{2\pi}\approx535$ in amplitude.

A head measures a signal, not the free field, and its magnetic parts distort that field. For a pattern that is uniform across the track, the exponent survives under two further conditions: the head is linear, and nothing below it responds to the head's own field. Let $Y$ be the height measured from the bottom of the head. The incident field at that point is

$$\mathbf H(x,d+Y)=e^{-kd}\,\mathbf H(x,Y).$$

Raising the head therefore multiplies the incident field everywhere in the head by one number. By linearity the induced magnetization and the signal are multiplied by the same number, so $S(d)=e^{-kd}S(0)$. The head and the medium together set $S(0)$, which may depend strongly on $\lambda$.

For implementation:

- For a pattern that is uniform across the track, multiply each Fourier component of the field by $e^{-|k|d}$. If the pattern also varies across the track with wavenumber $k_z$, the separated equation is $f''=(k^2+k_z^2)f$, and the factor is $e^{-d\sqrt{k^2+k_z^2}}$.
- Under the conditions above, a change of spacing follows from two signal amplitudes at one wavelength: $d_2-d_1=(\lambda/2\pi)\ln(S_1/S_2)$. A small relative error $\varepsilon$ in $S_1/S_2$ becomes a spacing error $\lambda\varepsilon/2\pi$. Long waves on a narrow track violate the conditions: with $\lambda=250$ nm and a track 50 nm wide, the field above the track centre would make a true change from 8 to 10 nm look like 3.2 nm.
- Recovering the surface field from the field at $d$ multiplies each component by $e^{+|k|d}$, and multiplies measurement noise by the same factor.

## 4. Worked example

Consider a perpendicular medium with $\lambda=25$ nm (two bits of 12.5 nm), $d=8$ nm, $\delta=15$ nm and $M_0=600$ kA/m, so that $\mu_0M_0=754$ mT. Then

$$k=\frac{2\pi}{25\ \text{nm}}=0.2513\ \text{nm}^{-1},\qquad kd=2.011,\qquad e^{-kd}=0.1339,$$

and the thickness factor is $1-e^{-k\delta}=0.9769$. The medium is nearly thick in the sense of Section 2. The flux densities are

$$\mu_0H(0)=\tfrac12(754)(0.9769)=368\ \text{mT},$$
$$\mu_0H(d)=368\times0.1339=49.3\ \text{mT}.$$

The loss is $54.58\times8/25=17.5$ dB. Each nanometre costs $54.58/25=2.18$ dB, or 0.218 dB per angstrom. Reducing the spacing by 1 nm raises the field by $e^{k\cdot1\,\text{nm}}-1=28.6$ percent, and an increase of $\ln2/k=2.76$ nm halves it.

The field formula was tested against a direct sum over magnetic line dipoles filling the medium, which uses neither the potential nor Laplace's equation. At heights of 4, 8 and 13 nm, and for three directions of $\mathbf M$, the largest difference in a field component was $2.9\times10^{-9}$ of the magnetization. The summed fields at 8 and 33 nm, one wavelength apart, differ by 54.5751 dB, in agreement with the formula to the digits shown.

## 5. Soft underlayer and shield

Perpendicular media usually lie above a soft magnetic underlayer, and read heads have soft shields. We idealize both as planes of infinite permeability. Inside them $\mathbf H=0$, so $\phi=0$ on their surfaces. The underlayer is at $y=-(\delta+s)$, the shield at $y=d$, and their separation is $D=d+\delta+s$.

For a sheet $\sigma\cos kx$ at $y_0$, the functions that vanish on the planes are, apart from the factor $\cos kx$,

$$\phi=A\sinh k(y+\delta+s)\ \text{below the sheet},\qquad \phi=B\sinh k(d-y)\ \text{above it}.$$

Continuity at $y_0$ is met by $A=C\sinh k(d-y_0)$ and $B=C\sinh k(y_0+\delta+s)$. The jump condition $\phi'(y_0^+)-\phi'(y_0^-)=-\sigma$ reads

$$Ck\left[\sinh k(y_0+\delta+s)\cosh k(d-y_0)+\sinh k(d-y_0)\cosh k(y_0+\delta+s)\right]=\sigma .$$

By the addition theorem the bracket is $\sinh kD$, so $C=\sigma/(k\sinh kD)$. The normal field at the shield is $-\phi'(d)=kB$. Adding the top sheet ($\sigma=M_y$, $y_0=0$) and the bottom sheet ($\sigma=-M_y$, $y_0=-\delta$) gives its amplitude:

$$H_s=M_y\frac{\sinh k(\delta+s)-\sinh ks}{\sinh kD}
=M_ye^{-kd}\,\frac{(1-e^{-k\delta})\,(1+e^{-k(\delta+2s)})}{1-e^{-2kD}} .$$

The second form follows by writing out the exponentials and taking $\tfrac12e^{k(\delta+s)}$ from the numerator and $\tfrac12e^{kD}$ from the denominator. It is the one to code, since it does not overflow at large $k$.

Only the denominator of the first form depends on $d$, so the local decay rate is

$$-\frac{d\ln H_s}{dd}=k\coth kD .$$

The loss is no longer a pure exponential, and it is steeper than the Wallace value. Two limits separate the causes:

- **Shield alone** ($s\to\infty$): $H_s=M_y(1-e^{-k\delta})e^{-kd}$. This is twice the free normal field, 98.6 mT in the example, with an unchanged exponent.
- **Underlayer alone**: the condition $\phi=0$ is met by an image of opposite sign for each sheet, at $y=-2(\delta+s)$ for the top one and $y=-(\delta+2s)$ for the bottom one. The factor $1-e^{-k\delta}$ becomes
$$1-e^{-k\delta}+e^{-k(\delta+2s)}-e^{-2k(\delta+s)}=(1-e^{-k\delta})(1+e^{-k(\delta+2s)}).$$
The amplitude of the free field changes, but its decay does not.

With both planes present, flux is reflected repeatedly between them, and this produces the denominator $1-e^{-2kD}$.

For $s=20$ nm, $D=43$ nm. At $\lambda=25$ nm the slope is 54.58 dB per wavelength, the Wallace value to the digits shown. At $\lambda=250$ nm, with all other lengths fixed, $kD=1.08$ and the slope is 68.8 dB per wavelength. The underlayer alone would raise the long-wave field by a factor 1.25.

## 6. Other limits of the law

**Permeable medium.** Let the medium have recoil permeability $\mu$, taken as isotropic, and be thick enough to neglect $e^{-2k\delta}$. Put a shield at $y=d$, without an underlayer. In the gap $\phi=(pe^{-ky}+qe^{ky})\cos kx$, and $\phi(d)=0$ gives $q=-pe^{-2kd}$. The part $qe^{ky}$ meets the medium, where it produces a reflected part $re^{-ky}$ and a transmitted part $te^{ky}$. Continuity of $\phi$ and of normal $\mathbf B$ requires

$$q+r=t,\qquad q-r=\mu t .$$

Hence $r=-gq$ with $g=(\mu-1)/(\mu+1)$. If the magnetization pattern alone supplies $ae^{-ky}$, then $p=a-gq=a+gpe^{-2kd}$, so

$$p=\frac{a}{1-g\,e^{-2kd}} .$$

The amplitude $a$ depends on $\mu$ but not on $d$. For an assumed $\mu=1.4$, $g=0.167$, and the factor $1/(1-g\,e^{-2kd})$ at 8 nm amounts to 0.026 dB. This number describes only the repeated reflection between shield and medium and leaves out the change of $a$ with $\mu$. At contact it is $1/(1-g)=1.2$, or 1.6 dB. The local slope at 8 nm rises only from 54.6 to 54.9 dB per wavelength, but a loss referred to contact would be about 1.6 dB larger than 17.5 dB. This figure depends on the assumed isotropy. A medium with a strong perpendicular easy axis responds mainly in the plane. If only the in-plane permeability is $\mu$, the field inside decays as $e^{k\sqrt\mu\,y}$, so $\sqrt\mu$ replaces $\mu$ in $g$, and the increase is only about 0.75 dB.

**Finite track width.** A line of charge $\cos kx$ per unit length, at distance $\rho$, has the potential

$$\frac{1}{4\pi}\int_{-\infty}^{\infty}\frac{\cos kx'\,dx'}{\sqrt{x'^2+\rho^2}}=\frac{K_0(k\rho)}{2\pi}$$

at $x=0$. With $K_0'=-K_1$, a perpendicular medium of width $w$ has, above the track centre,

$$H_y=M_y\cos kx\,[I(d)-I(d+\delta)],\qquad
I(h)=\frac1\pi\int_0^{w/2}kK_1(k\rho)\frac h\rho\,dz,$$

where $\rho^2=z^2+h^2$. For $w=50$ nm and $\lambda=25$ nm the field at 8 nm is 0.9994 of the infinite-track value, and the local slope is 54.6 dB per wavelength. At 250 nm the same track gives 1.316 times the infinite-track field and a slope of 86.4 dB per wavelength.

That a narrower track can give a larger field is explained by the two faces. For $k\rho\ll1$, $K_1(k\rho)\approx1/(k\rho)$ and the integrand is $h/(z^2+h^2)$. The lower face, which opposes the upper one, then contributes more wherever $z^2>d(d+\delta)$, that is, beyond $z=13.6$ nm. Removing the medium beyond $z=25$ nm removes mostly opposing field. At the track edge $k\rho$ is about 0.7 to 0.9, so this argument gives the sign of the effect, not its size.

**Square bits.** A square pattern of height $M_0$ has odd harmonics of amplitude $4M_0/(\pi n)$. Harmonic $n$ has wavenumber $nk$ and loses $n$ times as many decibels. At 8 nm the third harmonic has lost 52.4 dB, and its ratio to the fundamental is

$$\frac{e^{-2kd}}3\,\frac{1-e^{-3k\delta}}{1-e^{-k\delta}}=0.0061 .$$

For this alternating pattern the field at the head is therefore nearly sinusoidal, even though the bits are sharp. Longer runs of equal bits have a longer fundamental wavelength and keep more of their harmonics.

**Grains.** Suppose that each grain is fully magnetized up or down, $s_i=\pm1$, independently of the others, with mean $c_i=\cos kx_i$. For $N$ equal grains in one wavelength of track, treated as points, the estimated amplitude is $A=(2/N)\sum_i s_ic_i$. Since $s_i$ has variance $1-c_i^2$,

$$\langle A\rangle=\frac2N\sum_i c_i^2=1,\qquad
\operatorname{var}A=\frac4{N^2}\sum_i c_i^2(1-c_i^2)=\frac4N\left(\frac12-\frac38\right)=\frac1{2N}.$$

The averages $\tfrac12$ and $\tfrac38$ of $c^2$ and $c^4$ hold for the three evenly spaced columns per wavelength used here. With six grains across the track, $N=18$ and the relative noise is $1/\sqrt{36}=0.167$. Random sampling also gives 0.167. This is noise in the written pattern over one wavelength, averaged with equal weights across the track. The field above the track centre weights the nearest grains most, so fewer grains are effectively averaged and its relative noise is larger. Real grains are also not points: if each is uniformly magnetized over a third of a wavelength, the mean fundamental is reduced by the factor $\sin(\pi/3)/(\pi/3)=0.827$. Neither effect alters the decay of a Fourier component with given $k$ and $k_z$.

## 7. Relation to a real disk drive

The example has the rough dimensions of a perpendicular hard-disk medium at high density. The spacing $d$ runs from the magnetic surface of the medium to the magnetic part of the head, so it includes protective coatings and lubricant as well as the flying clearance. The smooth sinusoid is an idealization. In the grain model of Section 6, with 18 grains per wavelength, the pattern amplitude fluctuates by about 17 percent. The figure for a real disk depends on how the grains are placed and how sharply the bits are written. At $\lambda=25$ nm and $d=8$ nm the shield, underlayer and track width change the local slope by less than 0.1 dB per wavelength in these idealized models, and an isotropic recoil permeability of 1.4 below a shield raises it by about 0.3 dB. At 250 nm they raise it to 69 dB (shield and underlayer) and 86 dB (track width), each computed separately. The 54.6 dB rule is therefore suited to short waves, with $kD\gg1$ and a track wide compared with both $1/k$ and $\sqrt{d/k}$. The second length arises because $\rho\approx h+z^2/2h$ in $K_1(k\rho)\sim e^{-k\rho}$, so the field at height $h$ draws on a strip of half-width about $\sqrt{h/k}$. For the 50 nm track at $\lambda=25$ nm the field at 33 nm is already 3 percent below the infinite-track value, and the local slope there is 55.1 dB per wavelength. For longer waves the formulas of Sections 5 and 6 show the size of each correction, but neither is sufficient when a narrow track lies between a shield and an underlayer. In that case, resolve the track profile into components of wavenumber $k_z$, replace $k$ by $\sqrt{k^2+k_z^2}$ in the formula for $H_s$, and sum the components. The numerical output lists the parameters and the main results.

## Table of computed values

```
wavelength: 25.0 nm
long wavelength for comparison: 250.0 nm
head-medium spacing d: 8.0 nm
medium thickness: 15.0 nm
interlayer above underlayer: 20.0 nm
track width: 50.0 nm
magnetization amplitude: 600.0 kA/m
mu0 times magnetization: 754.0 mT
mu0 in atomic units: 6.691763e-04
wavenumber k: 0.25133 1/nm
k d: 2.0106
exp(-k d): 0.1339
thickness factor 1-exp(-k delta): 0.9769
loss per wavelength, formula: 54.5751 dB
loss per wavelength, dipole sum: 54.5751 dB
largest field error / magnetization: 2.9e-09
field at medium surface: 368.3 mT
field at head: 49.32 mT
spacing loss at d: 17.46 dB
loss per nm of spacing: 2.183 dB/nm
field gain for 1 nm less spacing: 28.6 percent
spacing that halves the field: 2.76 nm
normal field at face of plane shield: 98.63 mT
shield+underlayer slope per wavelength, 25 nm: 54.58 dB
finite/infinite track field, 25 nm: 0.9994
finite track slope per wavelength, 25 nm: 54.62 dB
shield+underlayer slope per wavelength, 250 nm: 68.78 dB
finite/infinite track field, 250 nm: 1.3161
finite track slope per wavelength, 250 nm: 86.36 dB
underlayer-only field factor, 250 nm: 1.251
recoil permeability assumed: 1.4
field change by permeability at d: 0.026 dB
third/first harmonic at d, square bits: 0.00612
third harmonic loss at d: 52.39 dB
grains per wavelength of track: 18
relative amplitude noise from grains: 0.167
same noise, random sampling: 0.167
```
